# Principal thermal axes and largest heat-flux tilt in a monoclinic crystal: test program

```python
"""Monoclinic thermal conductivity: principal axes and largest misalignment.

Axes: x along a, y along the twofold axis b, z along c* (orthogonal).
K has entries kxx, kyy, kzz and kxz = kzx, in W/(m K); q = -K grad T.
In-plane principal values: k_plus, k_minus = m +/- r, with
m = (kxx+kzz)/2 and r = sqrt(((kxx-kzz)/2)^2 + kxz^2).
The k_plus axis is at theta = atan2(2 kxz, kxx-kzz)/2 from x toward z.
Result under test: the largest angle delta between q and -grad T obeys
sin(delta) = (K1-K3)/(K1+K3), K1 and K3 being the largest and smallest
of ALL THREE principal values.
"""
import numpy as np
import sympy as sp
from scipy.optimize import minimize, minimize_scalar

rng = np.random.default_rng(7)


def tensor(kxx, kyy, kzz, kxz):
    return np.array([[kxx, 0, kxz], [0, kyy, 0], [kxz, 0, kzz]], float)


def in_plane_formula(kxx, kzz, kxz):
    mean = (kxx + kzz) / 2
    radius = np.hypot((kxx - kzz) / 2, kxz)
    theta = 0.5 * np.arctan2(2 * kxz, kxx - kzz)
    return mean + radius, mean - radius, theta


def max_angle_formula(large, small):
    return np.arcsin((large - small) / (large + small))


def misalignment(K, g):
    """Angle between g (along -grad T) and the flux K g; g has shape (..., 3)."""
    flux = g @ K.T
    cross = np.linalg.norm(np.cross(g, flux), axis=-1)
    return np.arctan2(cross, np.sum(g * flux, axis=-1))


def sphere_vector(polar, azimuth):
    return np.stack([np.sin(polar) * np.cos(azimuth),
                     np.sin(polar) * np.sin(azimuth),
                     np.cos(polar) + 0 * azimuth], axis=-1)


POLAR, AZIMUTH = np.meshgrid(np.linspace(0, np.pi, 91),
                             np.linspace(0, np.pi, 91), indexing="ij")
SPHERE = sphere_vector(POLAR, AZIMUTH)


def search_sphere(K):
    """Largest misalignment over all directions, found by direct search."""
    best = np.unravel_index(np.argmax(misalignment(K, SPHERE)), POLAR.shape)
    found = minimize(lambda p: -misalignment(K, sphere_vector(p[0], p[1])),
                     [POLAR[best], AZIMUTH[best]], method="Nelder-Mead",
                     options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 2000})
    return -found.fun, sphere_vector(found.x[0], found.x[1])


def plane_vector(angle):
    return np.stack([np.cos(angle), 0 * angle, np.sin(angle)], axis=-1)


def search_plane(K):
    """Largest misalignment for gradients confined to the xz plane."""
    angles = np.linspace(0, np.pi, 1801)
    start = angles[np.argmax(misalignment(K, plane_vector(angles)))]
    found = minimize_scalar(lambda a: -misalignment(K, plane_vector(a)),
                            bounds=(start - 0.01, start + 0.01),
                            method="bounded", options={"xatol": 1e-10})
    return -found.fun, found.x


# Symmetry: which components survive a twofold rotation about y?
general = sp.Matrix(3, 3, sp.symbols("xx xy xz yx yy yz zx zy zz"))
twofold = sp.diag(-1, 1, -1)
solution = sp.solve(list(twofold * general * twofold.T - general),
                    list(general), dict=True)[0]
vanishing = {str(s) for s, value in solution.items() if value == 0}
assert vanishing == {"xy", "yx", "yz", "zy"}
assert len(solution) == 4  # xz and zx stay free and independent

# Positive-definiteness condition against numerical eigenvalues.
signs_seen = set()
for _ in range(200):
    a, c = rng.uniform(1, 30, 2)
    d = rng.uniform(-30, 30)
    positive = bool(np.linalg.eigvalsh([[a, d], [d, c]])[0] > 0)
    assert positive == bool(a * c > d * d)
    signs_seen.add(positive)
assert signs_seen == {True, False}

# Random tensors, with kyy above, between and below the in-plane values.
worst_search_error = 0.0
number_of_tensors = 0
for _ in range(12):
    kxx, kzz = rng.uniform(5, 30, 2)
    kxz = rng.uniform(-0.8, 0.8) * np.sqrt(kxx * kzz)
    kp, km, th = in_plane_formula(kxx, kzz, kxz)
    values, vectors = np.linalg.eigh([[kxx, kxz], [kxz, kzz]])
    assert np.allclose(values, [km, kp], rtol=1e-10)
    overlap = abs(vectors[:, 1] @ [np.cos(th), np.sin(th)])
    assert abs(overlap - 1) < 1e-10
    for kyy in (1.5 * kp, 0.5 * (kp + km), 0.6 * km):
        K = tensor(kxx, kyy, kzz, kxz)
        K1, K3 = max(kp, kyy), min(km, kyy)
        searched, _direction = search_sphere(K)
        error = abs(searched - max_angle_formula(K1, K3))
        worst_search_error = max(worst_search_error, error)
        assert error < 1e-7
        assert abs(search_plane(K)[0] - max_angle_formula(kp, km)) < 1e-7
        g = rng.normal(size=(500, 3))
        g /= np.linalg.norm(g, axis=1)[:, None]
        flux = g @ K
        size = np.linalg.norm(flux, axis=1)
        along = np.sum(g * flux, axis=1)
        slack = 1e-9 * K1**2  # rounding only
        assert np.all(size**2 + K1 * K3 <= (K1 + K3) * along + slack)
        bound = 2 * np.sqrt(K1 * K3) / (K1 + K3)
        assert np.all(along / size >= bound - 1e-12)
        number_of_tensors += 1

# Worked example: round model parameters in W/(m K).
kxx, kyy, kzz, kxz = 11.0, 24.0, 15.0, 1.5
K = tensor(kxx, kyy, kzz, kxz)
kp, km, theta = in_plane_formula(kxx, kzz, kxz)
plus_axis = plane_vector(theta)
minus_axis = plane_vector(theta - np.pi / 2)
b_axis = np.array([0.0, 1.0, 0.0])
assert np.allclose(K @ plus_axis, kp * plus_axis)
assert np.allclose(K @ minus_axis, km * minus_axis)
plain_theta = 0.5 * np.arctan(2 * kxz / (kxx - kzz))
plain_axis = plane_vector(plain_theta)
plain_value = plain_axis @ K @ plain_axis
assert np.isclose(plain_value, km)  # plain arctangent picks the wrong axis

assert km < kp < kyy  # b is the best-conducting axis here
K1, K3 = kyy, km
delta = max_angle_formula(K1, K3)
delta_plane = max_angle_formula(kp, km)
searched, searched_direction = search_sphere(K)
searched_plane, searched_plane_angle = search_plane(K)
assert abs(searched - delta) < 1e-7
assert abs(searched_plane - delta_plane) < 1e-7
assert delta > delta_plane

# Directions at the overall maximum.
g_best = [np.sqrt(K3 / (K1 + K3)) * b_axis
          + s * np.sqrt(K1 / (K1 + K3)) * minus_axis for s in (1, -1)]
assert max(abs(searched_direction @ g) for g in g_best) > 1 - 1e-9
gradient_from_b = np.arctan(np.sqrt(K1 / K3))
flux_from_b = np.arctan(np.sqrt(K3 / K1))
flux = K @ g_best[0]  # per unit gradient; equals MW/m^2 at 1 K/um
flux_size = np.linalg.norm(flux)
flux_along = flux @ g_best[0]
flux_across = np.linalg.norm(flux - flux_along * g_best[0])
assert np.isclose(np.arccos(g_best[0] @ b_axis), gradient_from_b)
assert np.isclose(np.arccos(flux @ b_axis / flux_size), flux_from_b)
assert np.isclose(flux_size, np.sqrt(K1 * K3))
assert np.isclose(flux_along, 2 * K1 * K3 / (K1 + K3))
assert np.isclose(flux_across, np.sqrt(K1 * K3) * (K1 - K3) / (K1 + K3))

# Directions at the maximum restricted to the xz plane.
phi = np.arctan(np.sqrt(kp / km))
plane_gradients = np.array([theta - phi, theta + phi])
plane_fluxes = []
for angle, sign in zip(plane_gradients, (-1, 1)):
    q = K @ plane_vector(angle)
    plane_fluxes.append(np.arctan2(q[2], q[0]))
    expected = theta + sign * np.arctan(np.sqrt(km / kp))
    assert np.isclose(plane_fluxes[-1], expected)
assert np.min(np.abs(np.sin(searched_plane_angle - plane_gradients))) < 1e-5

deg = np.degrees


def vec(v):
    return "(" + ", ".join(f"{x:.4f}" for x in v) + ")"


print(f"kxx, kyy, kzz, kxz = {kxx}, {kyy}, {kzz}, {kxz} W/(m K)")
print(f"in-plane mean m = {(kxx + kzz) / 2:.3f} W/(m K)")
print(f"in-plane radius r = {(kp - km) / 2:.3f} W/(m K)")
print(f"k_plus = {kp:.3f} W/(m K)")
print(f"k_minus = {km:.3f} W/(m K)")
print(f"determinant kxx*kzz - kxz^2 = {kxx*kzz - kxz**2:.3f} (W/(m K))^2")
print(f"2*theta = {deg(2 * theta):.3f} deg")
print(f"k_plus axis from x toward z: theta = {deg(theta):.3f} deg")
print(f"k_minus axis from x toward z = {deg(theta) - 90:.3f} deg")
print("k_plus axis (x,y,z) =", vec(plus_axis))
print("k_minus axis (x,y,z) =", vec(minus_axis))
print(f"plain arctangent angle = {deg(plain_theta):.3f} deg")
print(f"conductivity on that axis = {plain_value:.3f} W/(m K)")
print(f"K1 = {K1:.3f}, K3 = {K3:.3f} W/(m K)")
print(f"sin(delta_max), all directions = {np.sin(delta):.5f}")
print(f"delta_max, all directions, formula = {deg(delta):.3f} deg")
print(f"delta_max, all directions, search = {deg(searched):.3f} deg")
print(f"delta_max = {delta:.4f} rad")
print(f"literal angle of grad T and q there = {180 - deg(delta):.3f} deg")
print(f"-grad T from b axis = {deg(gradient_from_b):.3f} deg")
print(f"flux from b axis = {deg(flux_from_b):.3f} deg")
print("first unit vector along -grad T =", vec(g_best[0]))
print("second unit vector along -grad T =", vec(g_best[1]))
print("first unit vector along flux =", vec(flux / flux_size))
print(f"flux magnitude at 1 K/um = {flux_size:.3f} MW/m^2")
print(f"flux along -grad T at 1 K/um = {flux_along:.3f} MW/m^2")
print(f"flux across -grad T at 1 K/um = {flux_across:.3f} MW/m^2")
print(f"sin(delta_max), xz plane only = {np.sin(delta_plane):.5f}")
print(f"delta_max, xz plane, formula = {deg(delta_plane):.3f} deg")
print(f"delta_max, xz plane, search = {deg(searched_plane):.3f} deg")
print(f"xz plane: -grad T from k_plus axis = {deg(phi):.3f} deg")
for number in (0, 1):
    print(f"xz-plane solution {number + 1}, angles from x: -grad T "
          f"{deg(plane_gradients[number]):.3f}, "
          f"flux {deg(plane_fluxes[number]):.3f} deg")
print(f"random tensors searched = {number_of_tensors}")
print(f"largest search-formula difference = {worst_search_error:.1e} rad")
print("no test failed")
```

It prints:

```
kxx, kyy, kzz, kxz = 11.0, 24.0, 15.0, 1.5 W/(m K)
in-plane mean m = 13.000 W/(m K)
in-plane radius r = 2.500 W/(m K)
k_plus = 15.500 W/(m K)
k_minus = 10.500 W/(m K)
determinant kxx*kzz - kxz^2 = 162.750 (W/(m K))^2
2*theta = 143.130 deg
k_plus axis from x toward z: theta = 71.565 deg
k_minus axis from x toward z = -18.435 deg
k_plus axis (x,y,z) = (0.3162, 0.0000, 0.9487)
k_minus axis (x,y,z) = (0.9487, -0.0000, -0.3162)
plain arctangent angle = -18.435 deg
conductivity on that axis = 10.500 W/(m K)
K1 = 24.000, K3 = 10.500 W/(m K)
sin(delta_max), all directions = 0.39130
delta_max, all directions, formula = 23.036 deg
delta_max, all directions, search = 23.036 deg
delta_max = 0.4020 rad
literal angle of grad T and q there = 156.964 deg
-grad T from b axis = 56.518 deg
flux from b axis = 33.482 deg
first unit vector along -grad T = (0.7913, 0.5517, -0.2638)
second unit vector along -grad T = (-0.7913, 0.5517, 0.2638)
first unit vector along flux = (0.5234, 0.8341, -0.1745)
flux magnitude at 1 K/um = 15.875 MW/m^2
flux along -grad T at 1 K/um = 14.609 MW/m^2
flux across -grad T at 1 K/um = 6.212 MW/m^2
sin(delta_max), xz plane only = 0.19231
delta_max, xz plane, formula = 11.087 deg
delta_max, xz plane, search = 11.087 deg
xz plane: -grad T from k_plus axis = 50.544 deg
xz-plane solution 1, angles from x: -grad T 21.021, flux 32.109 deg
xz-plane solution 2, angles from x: -grad T 122.109, flux 111.021 deg
random tensors searched = 36
largest search-formula difference = 2.2e-16 rad
no test failed
```
